\section*{Instantaneous diffusion in the two-pulse echo of randomly placed donor spins}

\section{The decision and the formula}

Before a measured echo decay time is used as the coherence time of a donor qubit, one must decide whether the decay belongs to the donor's surroundings or was produced by the refocusing pulse. The pulse turns the observed spin, but it also turns neighbouring donors and so changes their dipolar fields halfway through the sequence. This contribution, called instantaneous diffusion, must be separated from the measured decay if the result is to be applied to a single donor or to another doping density.

The sequence is a $\pi/2$ pulse, a delay $\tau$, a pulse of angle $\theta_2$, and a second delay $\tau$. The echo is read at $t=2\tau$. Let $n$ be the density of neutral donors, $f$ the fraction in the resonance line that the pulses excite, and
\begin{equation}
s=\sin^2(\theta_2/2),\qquad
D=\frac{\mu_0g^2\mu_B^2}{4\pi\hbar}.
\end{equation}
For donors placed independently and uniformly in three dimensions, the result is
\begin{equation}
E(t)=E_0\,s\,e^{-t/T_{\rm ID}},\qquad
\frac1{T_{\rm ID}}=\frac{4\pi^2}{9\sqrt3}\,D\,n f s
=\frac{\pi\mu_0g^2\mu_B^2}{9\sqrt3\,\hbar}\,nfs .
\label{result}
\end{equation}
SI units are used, with lengths in nm where convenient. Rates and couplings are angular, so $D$ is in rad\,nm$^3$/s and no further factor of $2\pi$ is needed.

\section{The coupling that matters}

Two spins $1/2$ with magnetic moments $-g\mu_B\mathbf S$ and separation $\mathbf r=r\hat{\mathbf r}$ have the dipolar Hamiltonian
\begin{equation}
\frac{H_{\rm dd}}{\hbar}=\frac{D}{r^3}\left[\mathbf S_1\!\cdot\!\mathbf S_2
-3(\mathbf S_1\!\cdot\!\hat{\mathbf r})(\mathbf S_2\!\cdot\!\hat{\mathbf r})\right].
\end{equation}
The static field lies along $z$, and $c=\hat r_z$. In a strong field, terms that change the total $S_z$ are off resonance by the Zeeman frequency and are dropped. What remains of the first product is $S_{1z}S_{2z}+\frac12(S_{1+}S_{2-}+S_{1-}S_{2+})$. What remains of the second is $c^2S_{1z}S_{2z}+\frac14(1-c^2)(S_{1+}S_{2-}+S_{1-}S_{2+})$. The flip-flop coefficient is therefore $\frac12-\frac34(1-c^2)=-\frac14(1-3c^2)$, and
\begin{equation}
\frac{H_{\rm dd}}{\hbar}=A\left[S_{1z}S_{2z}-\tfrac14(S_{1+}S_{2-}+S_{1-}S_{2+})\right],
\quad A=\frac{D(1-3c^2)}{r^3}.
\label{secular}
\end{equation}

The flip-flop term connects two states whose energies differ by the difference of the spins' resonance frequencies. Static field variations give these frequencies a spread $\sigma$. If $\sigma\gg|A|$ for the pairs that matter, the flip-flop term seldom acts and can be dropped. In the frame rotating at the pulse frequency,
\begin{equation}
H/\hbar=\sum_i\omega_iS_{iz}+\sum_{i<j}A_{ij}S_{iz}S_{jz}.
\label{ham}
\end{equation}
The offsets $\omega_i$ are independent and static, with $\sigma\tau\gg1$. The pulses are nevertheless short enough to turn the whole line uniformly, and evolution during them is neglected.

\section{What the second pulse does}

\subsection{Selecting the echo}

Let each spin start in the state $\frac12+PS_z$, where $P$ is the polarization. A $\pi/2$ rotation about $y$ turns this into $\frac12+PS_x$ for a resonant spin, with $S_x=(S_++S_-)/2$. Donors in the other line remain in $\frac12+PS_z$.

Under its offset, $S_+$ acquires $e^{-i\omega\tau}$ in each delay and $S_-$ acquires $e^{+i\omega\tau}$, while diagonal operators acquire no phase. Averaging over the offsets removes every term whose phases from the two delays do not cancel, spin by spin. The detected quantity is ${\rm Tr}(\rho S_{i+})$, which picks out $S_{i-}$ after the second pulse. Spin $i$ must then have been in $S_{i+}$ before it. Every other spin is traced over, so it is diagonal after the pulse and, by the same cancellation, diagonal before it.

The surviving term before the first delay is thus $(P/2)S_{i+}$, times $\frac12$ for each resonant partner and $\frac12+PS_z$ for each non-resonant one. The initial polarization of resonant partners has disappeared, because the first pulse made it transverse.

A rotation by $\theta_2$ about $x$ sends $S_y$ to $S_y\cos\theta_2+S_z\sin\theta_2$. Hence
\begin{equation}
S_+\to\tfrac{1+\cos\theta_2}{2}S_++\tfrac{1-\cos\theta_2}{2}S_-+i\sin\theta_2\,S_z .
\end{equation}
The coefficient of $S_-$ is $s$. This is the amplitude factor in Eq.~\eqref{result}.

\subsection{The factor from one partner}

During the first delay the coupling acts as an extra offset $AS_{jz}$, so $S_{i+}$ becomes $S_{i+}e^{-iA\tau S_{jz}}$. Since $S_{jz}^2=1/4$,
\begin{equation}
e^{-iA\tau S_{jz}}=\cos\frac{A\tau}{2}-2iS_{jz}\sin\frac{A\tau}{2}.
\end{equation}
The pulse sends $S_{jz}$ to $S_{jz}\cos\theta_2-S_{jy}\sin\theta_2$. The $S_{jy}$ part is off-diagonal. Evolution under Eq.~\eqref{ham} is diagonal in the $S_z$ basis, so this part stays off-diagonal and has zero trace. In the second delay $S_{i-}$ acquires the opposite factor $e^{+iA\tau S_{jz}}$. With ${\rm Tr}\,1=2$, ${\rm Tr}\,S_{jz}=0$ and ${\rm Tr}\,S_{jz}^2=1/2$, the partner contributes
\begin{align}
F_j&=\tfrac12{\rm Tr}\Big[\Big(\cos\tfrac{A\tau}{2}-2iS_{jz}\cos\theta_2\sin\tfrac{A\tau}{2}\Big)
\Big(\cos\tfrac{A\tau}{2}+2iS_{jz}\sin\tfrac{A\tau}{2}\Big)\Big]\nonumber\\
&=\cos^2\tfrac{A\tau}{2}+\cos\theta_2\sin^2\tfrac{A\tau}{2}
=1-(1-\cos\theta_2)\sin^2\tfrac{A\tau}{2}\nonumber\\
&=1-s\,[1-\cos(A\tau)].
\label{partner}
\end{align}
The last line uses $1-\cos\theta_2=2s$ and $2\sin^2(A\tau/2)=1-\cos(A\tau)$.

Equation~\eqref{partner} has a direct reading. With probability $1-s$ the partner keeps its state $m=\pm\frac12$, and its field is refocused. With probability $s$ it flips, the frequency shift changes from $Am$ to $-Am$, and a phase of magnitude $|A|\tau$ remains. A non-resonant partner is not turned. Its two phase factors cancel and it contributes 1, whatever its polarization.

Couplings between partners commute with the diagonal operators that survive, so they have no effect in this model. The factors $F_j$ therefore multiply, and the echo of spin $i$ is $(P/2)s\prod_jF_j$.

If the first pulse has angle $\beta\ne\pi/2$, a resonant partner retains the longitudinal polarization $p=P\cos\beta$. Repeating the trace with $\frac12+pS_{jz}$ adds $-ips\sin(A\tau)$ to $F_j$. The added term is at most $|p|s$ in magnitude and vanishes for a correct $\pi/2$ pulse.

\section{Average over positions}

Put $N$ partners independently and uniformly in a volume $V$, with $N/V=n$. Each is resonant with probability $f$. Independence turns the average of the product into a product of averages:
\begin{equation}
\Big\langle\prod_jF_j\Big\rangle=\Big(1-\frac{nfsI}{N}\Big)^N\longrightarrow e^{-nfsI},
\quad I=\int d^3r\,[1-\cos(A\tau)].
\label{average}
\end{equation}
The limit is $N\to\infty$ at fixed $n$. The integral converges: its integrand is at most 2 at small $r$ and falls as $r^{-6}$ at large $r$.

Set $x=r^{-3}$, so that $r^2dr=-dx/(3x^2)$, and let $a=D\tau(1-3c^2)$. Integration by parts gives
\begin{equation}
\int_0^\infty\frac{1-\cos ax}{x^2}dx
=\left[-\frac{1-\cos ax}{x}\right]_0^\infty+a\int_0^\infty\frac{\sin ax}{x}dx
=\frac{\pi|a|}{2}.
\end{equation}
The boundary term vanishes at both ends, and the last integral is $\pi/2$ times the sign of $a$. The radial integral is thus $\pi|a|/6$.

The angular factor changes sign at $c=1/\sqrt3$. With $\int(1-3c^2)dc=c-c^3$,
\begin{equation}
\int_{-1}^1|1-3c^2|dc=2\left[\frac{2}{3\sqrt3}+\frac{2}{3\sqrt3}\right]=\frac{8}{3\sqrt3}.
\end{equation}
The azimuth contributes $2\pi$. Together,
\begin{equation}
I=2\pi\cdot\frac{\pi}{6}D\tau\cdot\frac{8}{3\sqrt3}
=\frac{8\pi^2}{9\sqrt3}D\tau=5.065\,D\tau .
\label{volume}
\end{equation}
Substituting $\tau=t/2$ in $e^{-nfsI}$ gives Eq.~\eqref{result}. A code that uses $\tau$ as its time variable must double the rate.

The exponential follows from dimensions. A partner matters when $r^3$ is comparable to $D\tau$, so the dephasing volume grows linearly with time. Different donors have different neighbours and different echo curves. The exponential describes their average.

\section{Where the simple exponential changes}

\subsection{A minimum separation}

Suppose no partner can lie closer than $r_0$. At times so short that $2D\tau\ll r_0^3$, every phase is small and $1-\cos(A\tau)\simeq A^2\tau^2/2$. The solid-angle integral of $(1-3c^2)^2$ is $16\pi/5$, and $\int_{r_0}^\infty r^{-4}dr=1/(3r_0^3)$. To leading order,
\begin{equation}
-\ln\frac{E}{E_0s}=\frac{8\pi}{15}\,\frac{nfsD^2\tau^2}{r_0^3}.
\end{equation}
The decay begins quadratically. It approaches the exponential law's slope when $D\tau\gg r_0^3$, since the excluded volume then removes at most a constant from the exponent.

\subsection{A thin doped layer}

If the layer is much thinner than $(D\tau)^{1/3}$, the volume integral becomes an area integral with areal density $n_2$. Writing $r=(D\tau)^{1/3}u$ extracts all the time dependence:
\begin{equation}
-\ln\frac{E}{E_0s}=C\,n_2fs\,(D\tau)^{2/3}.
\end{equation}
The number $C$ depends on the direction of the field relative to the layer. The dependence on density and pulse angle is unchanged, but $T_{\rm ID}$ from Eq.~\eqref{result} does not apply.

\subsection{No spread of offsets}

For an isolated pair with equal frequencies, Eq.~\eqref{secular} can be written as $A[\frac32S_{1z}S_{2z}-\frac12\mathbf S_1\cdot\mathbf S_2]$. The scalar product commutes with the total $S_x$ and with the other term, so it has no effect. A $\pi$ pulse about $x$ leaves both the Hamiltonian and the total $S_x$ unchanged. The pair evolves for $2\tau$ with coupling $3A/2$, and its echo is $\cos(3A\tau/2)$ instead of $\cos(A\tau)$. This pair result should not be multiplied over many partners, because their flip-flop terms do not commute.

\section{Using the angle dependence}

Let $T_\pi$ be $T_{\rm ID}$ at $\theta_2=\pi$. If all other decay is a factor $B(t)$ independent of $\theta_2$, the echo is $M(t,s)=E_0sB(t)e^{-ts/T_\pi}$. Two angles measured at the same $t$ give
\begin{equation}
\ln\frac{M(t,s_1)/s_1}{M(t,s_2)/s_2}=-\frac{(s_1-s_2)t}{T_\pi}.
\label{ratio}
\end{equation}
If the pulse angles are well calibrated and uniform over the sample, this determines $T_\pi$ without assuming a shape for $B(t)$. If $B$ is itself exponential with rate $R_0$, the total rate is $R_0+s/T_\pi$, and a straight line in $s$ extrapolates to $R_0$ at $s=0$. The intercept is free of instantaneous diffusion only. It still contains decay caused by neighbours that flip on their own, which depends on density and need not be exponential, so it is not yet the coherence of a single donor. The slope also gives the resonant density, $nf=9\sqrt3/(4\pi^2DT_\pi)$.

The echo amplitude vanishes in the same limit, so small angles cost signal. At fixed $t$,
\begin{equation}
\frac{\partial}{\partial s}\left(s\,e^{-ts/T_\pi}\right)
=\left(1-\frac{ts}{T_\pi}\right)e^{-ts/T_\pi}.
\end{equation}
The largest echo has $s=T_\pi/t$ when $t>T_\pi$, and $s=1$ otherwise. This criterion maximizes signal. It does not minimize the error of the extrapolation.

\section{Worked example: phosphorus in purified silicon}

Take $n=10^{15}$\,cm$^{-3}=10^{-6}$\,nm$^{-3}$ and $g=1.9985$. The phosphorus nucleus has spin $1/2$ and splits the resonance into two lines. Exciting one gives $f=0.5$. With $D=3.2574\times10^8$\,rad\,nm$^3$/s and $\theta_2=\pi$,
\begin{equation}
\frac1{T_\pi}=\frac{5.065}{2}(3.2574\times10^8)(10^{-6})(0.5)\,{\rm s}^{-1}
=412.5\,{\rm s}^{-1},
\end{equation}
so $T_\pi=2.42$\,ms. At the same density, changing the angle gives:

\begin{center}
\begin{tabular}{ccc}
$\theta_2$ & $s$ & $T_{\rm ID}$ (ms)\\
$180^\circ$ & 1.000 & 2.42\\
$120^\circ$ & 0.750 & 3.23\\
$90^\circ$ & 0.500 & 4.85\\
$60^\circ$ & 0.250 & 9.70\\
$30^\circ$ & 0.067 & 36.2
\end{tabular}
\end{center}

With $\theta_2=\pi$ held fixed, $T_{\rm ID}$ is 24.2\,ms at $10^{14}$\,cm$^{-3}$ and 0.242\,ms at $10^{16}$\,cm$^{-3}$.

At $t=10$\,ms the largest echo requires $s=2.42/10=0.242$, or $\theta_2=59.0^\circ$. Its height is $0.242\,e^{-1}E_0=0.089E_0$, against $0.016E_0$ for a $\pi$ pulse. Both values leave out $B(t)$.

\section{The model beside a real crystal}

The density above and the following values are rough but typical of purified bulk crystals studied by pulsed spin resonance: temperature 7\,K, field 0.35\,T, linewidth 2\,$\mu$T (full width at half maximum), spin-lattice time $T_1=0.3$\,s, hyperfine splitting 117\,MHz, $\pi$ pulse 0.2\,$\mu$s, and 50\,ppm of $^{29}$Si. The estimates below use $t=T_\pi$. They show the size of effects and are not corrections to be added.

\textit{Flip-flops.} The mean distance to the nearest resonant donor is $\Gamma(4/3)(4\pi nf/3)^{-1/3}=69.8$\,nm, where $D/r^3=958$\,rad/s. A Gaussian line has $\sigma=1.49\times10^5$\,rad/s, far larger. Diagonalizing Eq.~\eqref{secular} with offsets for this pair, and averaging over a grid of offset differences, gives an echo of 0.395 after a $\pi$ pulse. The value of $\cos(A\tau)$ is 0.398. Integrating this pair correction over all partner positions raises the exponent by about 0.24\% at this density and by about 2.4\% at $10^{16}$\,cm$^{-3}$, each at its own $T_\pi$. Without offset spread the echo would be $-0.17$, so the broad-line assumption is essential. It requires offsets that differ between neighbouring donors, as those from nearby $^{29}$Si nuclei do. In an effective-mass estimate, 50\,ppm of $^{29}$Si alone gives a narrower, non-Gaussian spread (interquartile range 0.3--0.4\,$\mu$T, against 1.15\,$\mu$T for the Gaussian) with about three times as many nearly resonant pairs. If these nuclei are the only local source, the flip-flop estimates here are about three times larger. A magnet gradient can also broaden the measured line, but a weak one shifts neighbours almost equally. It suppresses flip-flops only when the shift across a pair exceeds $A/2$. At the mean distance this needs about 40\,$\mu$T/mm at this density, but only about 2\,$\mu$T/mm at $10^{14}$\,cm$^{-3}$. For flip-flops among partners, a golden-rule rate $2\pi(A/4)^2/(\sigma\sqrt{4\pi})$ with the same $A$ gives a probability of about $2\times10^{-3}$. This is the value for one pair at the mean distance. Closer pairs flip faster, and the sum over all neighbours is a few times larger.

\textit{Lattice and nuclei.} At the thermal polarization of 0.034, a partner flips through the lattice with probability about $t/(2T_1)=4\times10^{-3}$. Such a flip leaves a phase of mean magnitude $|A|t/4$, so at $s\to0$ donors of both lines add about $5.065\,Dn\,t^2/(8T_1)$ to the exponent. This is 0.004 at $t=T_\pi$, 0.07 at 10\,ms and about 0.9 at 36\,ms, where it rivals the $30^\circ$ entry of the table. It also lowers the slope in $s$ by a fraction $t/(2T_1)$, which is 6\% at 36\,ms. For the $^{29}$Si nuclei, their mutual dipolar constant times their density times $t$ is about $2\times10^{-4}$. This describes typical nuclear spacings only. It grows in proportion to the $^{29}$Si content, so it does not justify neglecting nuclei in natural silicon.

\textit{Exchange.} A scaled-hydrogen estimate with Bohr radius 2\,nm and permittivity 11.7 uses $J/\hbar=1.642\,\Omega(r/a_B)^{5/2}e^{-2r/a_B}$, where $\Omega=e^2/(4\pi\epsilon_0\epsilon_ra_B\hbar)$. Adding its $S_{1z}S_{2z}$ part to $A$ and integrating on a grid from 20 to 100\,nm changes the exponent by about $3\times10^{-4}$ in relative terms. With a Bohr radius of 2.5\,nm the change reaches one part in a thousand. Phases inside 20\,nm were taken as fully scrambled with or without exchange. Valley interference and mass anisotropy are left out.

\textit{Pulses.} The drive excites the other hyperfine line with probability at most $5\times10^{-4}$. A Gaussian 10\% spread of pulse angle about $\pi$ lowers the mean flip probability to 0.976. At this density and $\theta_2=\pi$, this 2.4\% reduction is the largest of the estimated changes in partner flipping, and it depends on the resonator. At small angles the sign reverses: at $30^\circ$ the same spread over the sample raises the signal-weighted rate by about 3\%.

The density enters more directly: a 10\% error in $n$ gives a 10\% error in the predicted rate. Compensated donors that have lost their electron must not be counted, and clustered or implanted donors violate uniform placement. For such samples the position average in Eq.~\eqref{average} must be redone with the actual distribution.

Numbers in the example were calculated in double precision.
